# Exciton binding in supported WS2 from the 1s–2s separation

## Problem

In a monolayer of WS2 on an oxide, the 1s and 2s exciton lines are separated by $D=0.16$ eV. The 1s line lies near 2.1 eV. Take a reduced electron-hole mass of $\mu=0.16$ electron masses. These are rough typical values.

Measure the s-level energies $E_n$ from the transport gap, the energy of a free electron and a free hole at rest. The binding energy is then $B=-E_1$, and $D=E_2-E_1$.

(a) Find $B$ if the electron and hole attract by Coulomb's law at all distances in the plane.

(b) What surroundings would this hydrogenic reading require?

(c) Derive the attraction inside a thin polarizable sheet.

(d) Find $B$ and the transport gap with that attraction, for the same $D$ and an effective surrounding dielectric constant $\kappa=1$.

## Hints

1. Write $B$ in terms of $D$ and the ratio $q=E_2/E_1$.
2. In the planar hydrogen problem, split off the exponential decay and ask when the remaining power series ends.
3. The Rydberg energy depends on $\kappa$, so $D$ fixes $\kappa$ in the hydrogenic case.
4. In the sheet, a potential of wavevector $k$ induces a charge proportional to $k^2$.
5. In (d), the sheet's screening length is the one adjustable number.

## Solution

### (a) The hydrogenic extrapolation

Since $E_2=qE_1=-qB$, we have $D=-qB+B$, and therefore

$$B=\frac{D}{1-q}.$$

The model enters through $q$ alone.

For parabolic bands and a pair with its centre of mass at rest, an s state $R(r)$ obeys

$$-T_0\left(R''+\frac{R'}{r}\right)+V(r)R=ER,\qquad T_0=\frac{\hbar^2}{2\mu m_e},$$

where $m_e$ is the electron mass. Let $K=e^2/(4\pi\varepsilon_0)$ and $V=-K/(\kappa r)$. With the Bohr radius $a=2T_0\kappa/K$ and the Rydberg energy $\mathrm{Ry}=T_0/a^2=K^2/(4T_0\kappa^2)$, set $r=ax$. Then $K/(\kappa a)=2T_0/a^2=2\,\mathrm{Ry}$, and division by $\mathrm{Ry}$ gives

$$R''+\frac{R'}{x}+\frac{2R}{x}+\frac{E}{\mathrm{Ry}}R=0.$$

At large $x$ a bound state decays as $e^{-cx}$ with $c^2=-E/\mathrm{Ry}$. Put $R=e^{-cx}f$. Then $R'=e^{-cx}(f'-cf)$ and $R''=e^{-cx}(f''-2cf'+c^2f)$. The $c^2$ terms cancel, and multiplication by $x$ leaves

$$xf''+f'-2cxf'+(2-c)f=0.$$

For $f=\sum_j a_jx^j$, the coefficient of $x^j$ gives

$$(j+1)^2a_{j+1}=(2cj+c-2)\,a_j.$$

If the series does not end, $a_{j+1}/a_j\to2c/j$, so $f$ grows as $e^{2cx}$ apart from powers of $x$, and $R$ is not bound. The series must therefore end at some $j=n-1$, which requires $c(2n-1)=2$:

$$E_n=-\frac{\mathrm{Ry}}{(n-\frac12)^2},\qquad n=1,2,\dots$$

Thus $E_1=-4\,\mathrm{Ry}$, $E_2=-\tfrac49\,\mathrm{Ry}$ and $q=1/9$, so

$$B=\frac98D=\frac98(0.16\ \text{eV})=0.18\ \text{eV}.$$

The three-dimensional law $E_n\propto-1/n^2$ would give $q=1/4$ and $B=4D/3=0.21$ eV, but it does not apply to motion in a plane.

### (b) What the hydrogenic reading requires

With $K=1.440$ eV nm and $T_0=0.2381$ eV nm², the Rydberg energy at $\kappa=1$ is $1.440^2/(4\times0.2381)=2.177$ eV. Since $D=(4-\tfrac49)\mathrm{Ry}=\tfrac{32}{9}\mathrm{Ry}$ and $\mathrm{Ry}\propto1/\kappa^2$,

$$\kappa=\sqrt{\frac{32}{9}\,\frac{2.177}{0.16}}=6.96.$$

The relevant constant is the average of the media above and below. For air and a silica-like oxide, with a constant of roughly 2 at optical frequencies and 4 at low frequencies, it is roughly 1.5 to 2.5. The hydrogenic reading therefore needs far more screening than the surroundings supply.

It also predicts a small next spacing:

$$E_3-E_2=\left(\frac49-\frac4{25}\right)\mathrm{Ry}=\frac{64}{225}\,\mathrm{Ry}=\frac{2}{25}D=0.0128\ \text{eV}.$$

A measured 3s line can test this directly.

### (c) The attraction in a polarizable sheet

Place a charge $e$ in a sheet at $z=0$, between media of dielectric constants $\varepsilon_1$ and $\varepsilon_2$, with $\kappa=(\varepsilon_1+\varepsilon_2)/2$. Outside the sheet, Laplace's equation makes the Fourier component of the potential $\phi_k e^{-k|z|}$. The jump in electric displacement equals the sheet's charge density:

$$2\varepsilon_0\kappa k\phi_k=e+\sigma_k.$$

The sheet's polarization per unit area is $\mathbf P=-2\varepsilon_0r_0\nabla\phi$, which defines the length $r_0$. Its charge is $-\nabla\cdot\mathbf P=2\varepsilon_0r_0\nabla^2\phi$, so $\sigma_k=-2\varepsilon_0r_0k^2\phi_k$. Solving for $\phi_k$ and multiplying by $-e$ gives

$$V_k=-\frac{e^2}{2\varepsilon_0k(\kappa+r_0k)}.$$

In the inverse transform, $\int d^2k/(2\pi)^2$, the angular integral gives $2\pi J_0(kr)$, where $J_0$ is the Bessel function. Hence

$$V(r)=-K\int_0^\infty\frac{J_0(kr)}{\kappa+r_0k}\,dk=-\frac{K}{r_0}F(x),\qquad x=\frac{\kappa r}{r_0},$$

with $F(x)=\int_0^\infty J_0(xt)/(1+t)\,dt$, after $k=\kappa t/r_0$.

To see its shape, write $1/(1+t)=\int_0^\infty e^{-s(1+t)}ds$. Since $J_0(xt)$ is the angular average of $e^{ixt\cos\theta}$, its integral with $e^{-st}$ is the average of $1/(s-ix\cos\theta)$, which is $1/\sqrt{s^2+x^2}$. Therefore

$$F(x)=\int_0^\infty\frac{e^{-s}}{\sqrt{s^2+x^2}}\,ds.$$

For $x\gg1$ the root is nearly $x$ wherever $e^{-s}$ matters, so $F\to1/x$ and $V\to-K/(\kappa r)$. For $x\ll1$, integration by parts gives $F=\int_0^\infty e^{-s}\,\mathrm{arsinh}(s/x)\,ds$. Replacing $\mathrm{arsinh}(s/x)$ by $\ln(2s/x)$ yields $F\to\ln(2/x)-\gamma$, where $\gamma$ is Euler's constant. The attraction is logarithmic nearby and Coulombic far away.

This is the Rytova-Keldysh interaction. In tabulated functions $F=\tfrac{\pi}{2}[H_0(x)-Y_0(x)]$, with $H_0$ the Struve function and $Y_0$ the Bessel function of the second kind. Direct integration of the $J_0$ form at $x=0.5$ and $x=2$ agrees with this expression to within $10^{-6}$.

The ratio of the Coulomb attraction $K/(\kappa r)$ to the sheet attraction is $1/(xF)$, where

$$xF=\int_0^\infty\frac{e^{-s}}{\sqrt{1+s^2/x^2}}\,ds.$$

The integrand increases with $x$, so the sheet's extra screening weakens steadily with distance. A compact 1s state feels more of it than a wide 2s state.

### (d) Binding with the same separation

The radial equation is now solved numerically. Multiply it by $r$ and integrate over narrow rings. For ring $j$, with edges $\rho_j$ and $\rho_{j+1}$, sampling point $r_j$ and $w_j=(\rho_{j+1}^2-\rho_j^2)/2$,

$$-T_0\left[\rho_{j+1}\frac{R_{j+1}-R_j}{r_{j+1}-r_j}-\rho_j\frac{R_j-R_{j-1}}{r_j-r_{j-1}}\right]+w_jV(r_j)R_j=Ew_jR_j.$$

The inner flux vanishes because $\rho_0=0$; the flux through the distant outer edge is set to zero. This is a matrix eigenvalue problem. For $N$ rings out to radius $L$, take $\rho_j=L(j/N)^2$ and $r_j=L[(j+\frac12)/N]^2$, with $j$ counted from 0, so that the rings are narrowest near the origin. With $N=3000$ and $L=150$ nm, doubling both numbers, which also narrows the rings at any given radius, changes the first five levels by less than $10^{-4}$ eV.

At $\kappa=1$, $D$ decreases along a series of trial lengths from 2 to 20 nm. Adjusting $r_0$ until $D=0.16$ eV gives $r_0=7.88$ nm and

| State | $E_n$ (eV) | Mean radius (nm) |
|---|---:|---:|
| 1s | −0.3074 | 1.57 |
| 2s | −0.1474 | 5.23 |
| 3s | −0.0923 | 9.75 |
| 4s | −0.0639 | 15.14 |
| 5s | −0.0469 | 21.43 |

A separate variational calculation with Gaussian functions, using $V_k$ directly, gives the same 1s and 2s energies to the digits shown.

Now $q=0.1474/0.3074=0.479$, and

$$B=\frac{0.16\ \text{eV}}{1-0.479}=0.31\ \text{eV}.$$

This is 1.71 times the hydrogenic answer. Adding $B$ to the 1s line near 2.1 eV puts the transport gap at about 2.4 eV, against about 2.3 eV from hydrogenic extrapolation. The difference between the two gaps, $0.31-0.18=0.13$ eV, does not depend on the exact position of the line.

The change in $q$ follows from the unequal screening. At $\kappa=1$ and the same mass, a bare Coulomb attraction would bind 1s by 8.71 eV and 2s by 0.968 eV. The sheet reduces these by factors of 28.3 and 6.6. At the mean radii of the two states, the Coulomb attraction exceeds the sheet attraction by factors of 2.64 and 1.51. The 1s level is thus raised by the larger factor, $q$ grows, and a given separation implies a larger binding.

### Comparison with the real sample

The binding inferred from the full exciton series of supported WS2 is roughly 0.32 eV. The model's 0.31 eV is compatible with it: changing $D$ to 0.15 or 0.17 eV, with $r_0$ refitted, moves $B$ to 0.29 or 0.32 eV. However, $D$ alone does not establish this value, because $\mu$ and $\kappa$ were supplied. The choice $\kappa=1$ is an effective one: an oxide also screens at long range. The fitted $r_0$ absorbs part of that screening and is well above the roughly 4 nm expected of a free-standing sheet. This is the largest neglected effect examined here, and Variation 1 gives its size: for $\kappa$ between 1.5 and 2.5, the same $D$ gives $B$ between 0.27 and 0.23 eV, with $r_0$ still 6.9 to 5.1 nm. A length of 4 nm reproduces $D=0.16$ eV only at $\kappa\approx3.2$, where $B\approx0.21$ eV. The agreement with 0.32 eV therefore belongs to the effective choice $\kappa=1$.

Other changes, again at fixed $D$, are smaller. Masses of 0.13 and 0.19 give 0.30 and 0.32 eV. Replacing $r$ by $\sqrt{r^2+d^2}$ in $V$, with $d=0.3$ nm as a rough allowance for layer thickness, gives 0.31 eV.

To estimate the effect of bands that are not exactly parabolic, note that a two-band pair energy $\sqrt{G^2+2GT}$, with gap $G$ and parabolic kinetic energy $T$, expands as $G+T-T^2/(2G)$. The 1s mean kinetic energy is 0.078 eV, and its square divided by $G$ is about 0.003 eV. This is only an order of magnitude, because the mean of $T^2$ exceeds the square of the mean. The first-order lowering, $\langle T^2\rangle/(2G)$, is about 0.004 eV for 1s and 0.003 eV for 2s, so it largely cancels in $D$. At 300 K the thermal energy is 0.026 eV, larger than the 4s–5s spacing of 0.017 eV; a line width of that size would make the 4s and 5s lines overlap strongly. The thermal energy is not itself the line width, which has to be measured.

## Variation 1: let the substrate screen at long range

Keep $D=0.16$ eV and $\mu=0.16$, but change $\kappa$ and refit $r_0$. How does $B$ respond, and which measurement separates the cases?

| $\kappa$ | $r_0$ (nm) | $B$ (eV) | 2s–3s spacing (eV) |
|---|---:|---:|---:|
| 1.0 | 7.88 | 0.307 | 0.0551 |
| 1.5 | 6.88 | 0.270 | 0.0481 |
| 2.5 | 5.10 | 0.230 | 0.0365 |

All three fits have the same 1s–2s separation, yet $B$ falls by a quarter across the table. It remains above 0.18 eV, the value reached at $r_0=0$ and $\kappa=6.96$. The 2s–3s spacing separates the cases if its error is well below 0.007 eV, the difference between the first two rows, and if $D$ and the layer thickness are known well enough. At $\kappa=1$, changing $D$ by 0.01 eV and refitting shifts the spacing by 0.003 eV; softening the potential with $d=0.3$ nm shifts it by 0.001 eV.

The mass need not be known to find $B$ in this model. With $r=r_0x/\kappa$, the radial equation contains only two energies, $K/r_0$ and $T_0\kappa^2/r_0^2$. At fixed $D$, each spacing in the table therefore goes with the same $B$ for any mass; both energies are then fixed, so $r_0$ is also the same for any mass, and only $\kappa$ changes, in proportion to $\sqrt{\mu}$. For the first row, a mass below 0.16 would need $\kappa<1$, which no real surroundings supply. An inference of roughly 0.32 eV therefore rests on the higher lines as well as on $D$.

## Variation 2: extrapolate from higher lines

Suppose the lines follow the $\kappa=1$ ladder of part (d), but an observer applies the hydrogenic law to the pair $n,n+1$. What 1s binding is inferred?

Let $b_n=1/(n-\tfrac12)^2$, and let $G_n$ be the inferred gap on the same energy scale. The assumed law is $E_n=G_n-\mathrm{Ry}\,b_n$. Subtraction gives $\mathrm{Ry}=(E_{n+1}-E_n)/(b_n-b_{n+1})$, so

$$G_n=E_{n+1}+(E_{n+1}-E_n)\frac{b_{n+1}}{b_n-b_{n+1}}.$$

For 2s–3s, the last fraction is $(4/25)/(4/9-4/25)=9/16$. Thus $G_2=-0.0923+\tfrac{9}{16}(0.0551)=-0.0613$ eV, and the inferred binding is $G_2-E_1=0.246$ eV.

The pairs from 1s–2s to 4s–5s give 0.180, 0.246, 0.273 and 0.286 eV. The estimate rises towards the model's 0.307 eV as the states spread into the Coulomb tail, but the last pair is still 7% below it. Higher lines reduce the hydrogenic error; for this ladder, five lines do not remove it.

The main computed values are in the numerical output below.

## Values computed for the example and the checks

```
Input 1s-2s separation D: 0.16 eV
Input reduced mass: 0.16 m_e; kappa: 1.0
Input 1s optical line (rough): 2.1 eV
K = e^2/(4 pi eps0): 1.4400 eV nm
hbar^2/(2 mu m_e): 0.2381 eV nm^2
Planar hydrogen E_1, E_2: -4, -4/9 Ry
Hydrogenic factor B/D: 9/8
Hydrogenic binding: 0.180 eV
Binding with the 3D factor 4/3 (wrong here): 0.213 eV
Effective Rydberg at kappa = 1: 2.177 eV
kappa required by a hydrogenic ladder: 6.96
Hydrogenic 2s-3s spacing: 0.0128 eV
Fitted sheet length r0: 7.88 nm
Sheet model 1s: E = -0.3074 eV, mean radius = 1.57 nm
Sheet model 2s: E = -0.1474 eV, mean radius = 5.23 nm
Sheet model 3s: E = -0.0923 eV, mean radius = 9.75 nm
Sheet model 4s: E = -0.0639 eV, mean radius = 15.14 nm
Sheet model 5s: E = -0.0469 eV, mean radius = 21.43 nm
Gaussian check of 1s, 2s: -0.3074, -0.1474 eV
Sheet-model binding B: 0.307 eV
Ratio q = E_2/E_1: 0.479 (hydrogenic 0.111)
B over hydrogenic binding: 1.71
Bare Coulomb 1s, 2s bindings: 8.71, 0.968 eV
Reduction factor of 1s, 2s: 28.3, 6.6
Coulomb/sheet potential at mean radius, 1s, 2s: 2.64, 1.51
1s binding inferred from pair 1s-2s: 0.180 eV
1s binding inferred from pair 2s-3s: 0.246 eV
1s binding inferred from pair 3s-4s: 0.273 eV
1s binding inferred from pair 4s-5s: 0.286 eV
Transport gap, hydrogenic: 2.28 eV
Transport gap, sheet model: 2.41 eV
Refit kappa = 1.0: r0 = 7.88 nm, B = 0.307 eV, 2s-3s = 0.0551 eV
Refit kappa = 1.5: r0 = 6.88 nm, B = 0.270 eV, 2s-3s = 0.0481 eV
Refit kappa = 2.5: r0 = 5.10 nm, B = 0.230 eV, 2s-3s = 0.0365 eV
Refit mu = 0.13 m_e: B = 0.298 eV
Refit mu = 0.19 m_e: B = 0.316 eV
Refit with potential softened over 0.3 nm: B = 0.311 eV
D = 0.15 eV: hydrogenic 0.169 eV, sheet model 0.291 eV
D = 0.17 eV: hydrogenic 0.191 eV, sheet model 0.324 eV
Mean kinetic energy of 1s: 0.078 eV
Nonparabolicity scale, kinetic^2/gap: 0.0025 eV
Thermal energy at 300 K: 0.0259 eV
```
